# Lehmann's macropore law for square pores on a square lattice

## A width that does not remember its start

Take pores in silicon on a square lattice of pitch 10 µm. The applied current density is 10 mA/cm² and the critical current density is 40 mA/cm². In the growth model below, one pore starts 3 µm wide and another 8 µm wide. After 10 µm of growth their tips are 4.99 µm and 5.03 µm wide. Both approach 5 µm, half the pitch, and the current ratio is one quarter. These notes derive the square root that connects the two ratios, and the conditions under which it holds.

## The system and its two current densities

The sample is n-type silicon in dilute hydrofluoric acid (HF), biased so that its surface is depleted of electrons. Dissolution needs holes. They are generated by light on the back side and travel to the front, where the pores grow. The illumination therefore sets the current.

- $i$ is the pitch. Each square cell of area $i^2$ contains one pore.
- $d$ is the side of the square pore.
- $J$ is the applied current density: total current divided by the whole sample area, walls included.
- $J_{PS}$ is the critical current density of the silicon–HF interface. Below it, dissolution is limited by the supply of holes. Above it, transport in the liquid is the limit, an oxide film builds up, and the surface is polished. It depends on HF concentration and temperature.

We assume that all pores are equal, that holes arrive uniformly over the sample, and that the pore walls carry no current. The current of one cell then enters the electrolyte through one tip:

$$I=J\,i^2. \tag{1}$$

In the example, $I=10\ \mathrm{mA/cm^2}\times(10\ \mathrm{\mu m})^2=10$ nA.

Charge conservation alone cannot fix $d$, since a narrow tip with a high current density carries the same current as a wide tip with a low one. The missing condition is Lehmann's hypothesis: **in steady growth the current density at the tip apex is $J_{PS}$**. It is a physical closure, not a consequence of equation (1). The section on feedback shows why it is plausible.

## From current to etch speed

Let $n$ be the number of elementary charges passed per dissolved silicon atom, and $N$ the number of atoms per volume. In a time $dt$, a surface element $dA$ with normal current density $j$ passes the charge $j\,dA\,dt$. This removes $j\,dA\,dt/(ne)$ atoms, which occupied the volume $j\,dA\,dt/(neN)$. Dividing by $dA\,dt$ gives the speed at which the surface recedes along its normal:

$$u=\frac{j}{neN}. \tag{2}$$

At the apex the normal points along the pore axis and $j=J_{PS}$, so the pore deepens at

$$v=\frac{J_{PS}}{neN}. \tag{3}$$

With $J_{PS}=400\ \mathrm{A/m^2}$, $n=2.7$ and $N=4.994\times10^{28}\ \mathrm{m^{-3}}$, this is 1.11 µm/min. The applied current does not appear in equation (3). At fixed $J_{PS}$, a larger $J$ makes wider pores, not faster ones.

## The current through a curved tip

A real tip is rounded, so its area exceeds $d^2$. Which area belongs in the current balance?

Let the tip move down the axis at speed $v$ without changing shape. Where the surface normal makes an angle $\theta$ with the axis, the displacement $v\,dt$ has the normal component $v\cos\theta\,dt$. The normal speed must therefore be $u=v\cos\theta$. With uniform $n$, equations (2) and (3) give

$$j=neN\,v\cos\theta=J_{PS}\cos\theta. \tag{4}$$

Now sum over the tip. The product $\cos\theta\,dA$ is the projection of the surface element onto the plane across the pore. If the tip has no overhang, these projections cover the square opening once:

$$I_{\rm tip}=\int J_{PS}\cos\theta\,dA=J_{PS}\,d^2. \tag{5}$$

The projected area counts, whatever the depth of the bowl.

This was tested on a triangulated bowl 2.5 µm high in a pore 5 µm wide. Its true area is 1.586 times the projected area, yet the current summed from equation (4) is 10.0000 nA, equal to the supply. A uniform $j=J_{PS}$ on the same surface would instead require $d=5/\sqrt{1.586}=3.97$ µm. That alternative is not a steady state. When the middle 4 µm of a parabolic tip profile 5 µm wide was displaced a small distance along its normals, the speed $v\cos\theta$ changed its shape by $10^{-5}$ of the advance at most, while a uniform speed changed it by up to 0.89 of the advance.

If $n$ varies over the tip, equation (4) contains the local value. Writing $n_0$ for the apex value and $\langle n/n_0\rangle$ for the average over the projected area, the tip current becomes $J_{PS}d^2\langle n/n_0\rangle$. The simple law needs this average to be one; otherwise the width is multiplied by $\langle n/n_0\rangle^{-1/2}$. In HF the valence is near 2 well below $J_{PS}$, where the flanks of the tip operate. With $n_0=2.7$ the width could therefore be larger by up to $\sqrt{2.7/2}-1=16\,\%$, and by about 5 % if $n$ rises linearly with $j$ from 2 to 2.7 on a bowl like the one above.

## The law

In the steady state the supply (1) equals the consumption (5):

$$J\,i^2=J_{PS}\,d^2 .$$

Dividing by $J_{PS}$ and taking the positive root, because a width is positive, we obtain

$$\boxed{d=i\sqrt{\frac{J}{J_{PS}}}},\qquad J<J_{PS}. \tag{6}$$

For the example, $d=10\ \mathrm{\mu m}\times\sqrt{10/40}=5$ µm. The porosity is the area fraction $d^2/i^2=J/J_{PS}=25\,\%$, and the walls are $i-d=5$ µm thick.

The charge passed fixes the volume of silicon removed, while $J_{PS}$ fixes the depth reached in the same time. Volume divided by depth is the cross-section, and for a square pore its root is the width.

At fixed pitch and $J_{PS}$, the law gives widths of 4.47, 6.00 and 7.07 µm for $J=8$, 14.4 and 20 mA/cm². Doubling the current from 10 to 20 mA/cm² multiplies the width by $\sqrt2$. For small changes, $\delta d/d=\tfrac12\,\delta J/J$.

As $J$ approaches $J_{PS}$, put $J=J_{PS}(1-\eta)$ with small $\eta$. Then $\sqrt{1-\eta}\approx1-\eta/2$ and the wall thickness is $i-d\approx i\eta/2$. The walls vanish at $J=J_{PS}$, where the whole front is polished.

The balance behind equation (6) concerns areas, so other shapes follow at once. For round pores of diameter $D_r$ on the same lattice, $\pi D_r^2/4=i^2J/J_{PS}$, hence $D_r=2i\sqrt{J/(\pi J_{PS})}$. This holds for $J<\pi J_{PS}/4$; at that limit $D_r=i$ and neighbouring pores touch. For long parallel trenches of width $d$ and pitch $i$, the current per unit length gives $Ji=J_{PS}d$, and the width is linear in the current. The square root belongs to pores whose two lateral dimensions scale together.

## Why the tip returns to the critical density

Suppose a tip is too narrow. It receives more current than its floor can use at $J_{PS}$, and the surplus holes dissolve silicon at the side of the tip, which widens it. If the tip is too wide, the supply is too small and the newly formed floor becomes narrower.

A simple model makes this quantitative. Let the surplus $Ji^2-J_{PS}d^2$ spread over a collar of height $h$ on the four sides, whose area is $4dh$. The sideways current density is

$$j_s=\frac{Ji^2-J_{PS}d^2}{4dh}.$$

Two opposite sides recede, each at $j_s/(neN)$, so $dd/dt=2j_s/(neN)$. The depth $z$ of the tip grows at $dz/dt=J_{PS}/(neN)$. Dividing the two rates removes $neN$:

$$\frac{dd}{dz}=\frac{2j_s}{J_{PS}}=\frac{Ji^2-J_{PS}d^2}{2dh\,J_{PS}}.$$

Multiply by $2d$, use $2d\,(dd/dz)=d(d^2)/dz$, and write $d_s^2=i^2J/J_{PS}$ for the steady value:

$$\frac{d(d^2)}{dz}=\frac{d_s^2-d^2}{h}
\quad\Rightarrow\quad
d^2(z)=d_s^2+(d_0^2-d_s^2)\,e^{-z/h}. \tag{7}$$

Here $d_0$ is the starting width. For a deficit the same dependence of width on depth is assumed. The speed is then different: a flat floor of area $d^2$ supplied with the current $Ji^2$ can advance only at $Ji^2/(neNd^2)$, which is slower than equation (3) until the tip has narrowed to $d_s$. For a wide start, equation (7) is thus an assumed relaxation with depth, not derived from the charge balance. Etched silicon does not grow back, so $d$ means the width of the current tip, not of the older pore above it.

With $h=2$ µm, a chosen value, a start at 3 µm gives $d^2=25-16/\mathrm e=19.1\ \mathrm{\mu m^2}$ after 2 µm of growth, so $d=4.37$ µm. A start at 8 µm gives 6.27 µm at the same depth. Numerical integration of the width equation agrees with equation (7) for both starts.

The steady width does not depend on the collar. Let $dd/dz=F(q)$, where $q=Ji^2/(J_{PS}d^2)-1$ is the relative surplus, $F(0)=0$ and $F$ rises with $q$. For $d=d_s+\delta$ with small $\delta$, $q\approx-2\delta/d_s$, so

$$\frac{d\delta}{dz}=-\frac{2F'(0)}{d_s}\,\delta .$$

For $F'(0)>0$ the deviation decays. If surplus current narrowed the tip instead, the deviation would grow: with a saturating response of reversed sign, a tip of 5.10 µm ran away to 5.62 µm over 10 µm of growth. The hypothesis thus rests on two physical inputs: the response vanishes when the current per projected tip area equals $J_{PS}$, and it has the stabilizing sign.

## When the walls are protected

The wall between two facing pore sides stays passive if their depletion layers meet, so that no undepleted silicon remains there to lead holes into the wall.

Let $\psi$ be the band bending in volts, zero in the bulk and $V$ at the surface. Donors of density $N_D$ are ionized and the electron density is $N_D e^{-e\psi/kT}$. We neglect the charge of the holes, assuming that the surface consumes them as they arrive and no inversion layer forms. Poisson's equation then reads

$$\psi''=\frac{eN_D}{\varepsilon}\left(1-e^{-e\psi/kT}\right).$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$, to the surface:

$$\tfrac12\psi'^2=\frac{eN_D}{\varepsilon}\left[V-\frac{kT}{e}\left(1-e^{-eV/kT}\right)\right].$$

Since $eV\gg kT$, the last exponential is negligible. Define $W$ as the thickness of bare donor charge that gives the same surface field, $|\psi'|=eN_DW/\varepsilon$. Substituting and solving for $W$,

$$W=\sqrt{\frac{2\varepsilon(V-kT/e)}{eN_D}}. \tag{8}$$

For $N_D=4\times10^{14}\ \mathrm{cm^{-3}}$, $V=2.5$ V and relative permittivity 11.7, $W=2.83$ µm. A numerical solution of the Poisson equation above, with the electron term kept, gives the same value. Two layers cover 5.66 µm, more than the wall of 5 µm.

Requiring $i-d\le2W$ and inserting the law gives, for $2W<i$,

$$J\ge J_{PS}\left(1-\frac{2W}{i}\right)^2. \tag{9}$$

Here the limit is $40\,(1-0.566)^2=7.5$ mA/cm². At lower current the formula still returns a width, but its assumption of passive walls is no longer secured. Equation (9) adds two planar layers, so it is an estimate and not a sharp threshold, and it errs on the optimistic side because the pore sides are not wide compared with $W$. In two dimensions, at 7.5 mA/cm² the electron density still exceeds half of $N_D$ over about 8 of the 10 µm along the centre line of a wall, and the density at mid-wall falls to about 1 % of $N_D$ only near 9 mA/cm². It also says nothing about the places where walls cross. There the centre lies $(i-d)/\sqrt2=3.5$ µm from the nearest pore corners, more than $W$, so an undepleted column remains. For these inputs, measured where the electron density is half of $N_D$, it is about 3 µm across along the diagonals and 4 µm along the walls, roughly 8 % of the cell area. The law assumes that holes entering such a column carry negligible current to the walls.

## Deep pores: the critical density falls

HF reaches the tip by diffusion, so its concentration there is below the value $c_0$ at the mouth. We take $J_{PS}=J_0u^{3/2}$, where $u=c/c_0$ at the tip and $J_0=40$ mA/cm² is the value at the mouth. The exponent is a rough empirical one. Each dissolved atom consumes six HF molecules.

**Constant applied current.** One pore consumes $6Ji^2/(ne)$ molecules per second, whatever its length. Steady diffusion, with diffusivity $D$, through the cross-section $d(z)^2$ requires

$$-D\,c_0\frac{du}{dz}\,d(z)^2=\frac{6Ji^2}{ne}.$$

Since this flow does not change as the pore lengthens, the concentration at depth $z$ stays what it was when the tip passed. The local law then gives $d(z)^2=i^2J/(J_0u^{3/2})$. Inserting it cancels $Ji^2$:

$$\frac{du}{dz}=-k\,u^{3/2},\qquad k=\frac{6J_0}{neDc_0}.$$

Because $d(u^{-1/2})/dz=-\tfrac12u^{-3/2}\,du/dz=k/2$ and $u=1$ at the mouth, a pore of length $L$ has

$$u=\left(1+\frac{kL}{2}\right)^{-2},\qquad
d(L)=d_s\left(1+\frac{kL}{2}\right)^{3/2}, \tag{10}$$

where $d_s$ is now the width at the mouth. Equation (10) applies only while $d(L)<i$. With the inputs used here the walls would vanish at a length of about 640 µm. With HF at 2.5 mol/L and $D=2\times10^{-5}\ \mathrm{cm^2/s}$, $k=1.84\times10^{-3}$ per µm. At $L=100$ µm, $kL=0.184$, the tip concentration is 0.84 of that at the mouth, and the width is $5\times1.092^{3/2}=5.71$ µm. The pore is 14 % wider at the bottom than at the mouth. A slice-by-slice growth calculation gives the same 5.71 µm.

Growth also slows, because $v\propto J_{PS}$: the full depth takes 103 min instead of 90 min. Diffusion over this depth takes about 5 s, which justifies the steady diffusion profile.

**Constant width.** To keep the pore straight, $J$ must follow the falling $J_{PS}$. Let $y=J(L)/J(0)$, which equals $u^{3/2}$ when $d$ is fixed. In a uniform channel the concentration falls linearly, so $Dc_0(1-u)/L=6J_0y/(ne)$, or $u=1-kLy$. Therefore

$$y=(1-kLy)^{3/2}. \tag{11}$$

For $kL=0.184$ the solution is $y=0.79$, and the current must be lowered from 10 to 7.9 mA/cm² by the end. The limit (9) falls in the same proportion, since it contains the local $J_{PS}$, and the wall stays 5 µm thick.

## Smaller corrections and one local danger

**Wall leakage.** Let the walls carry a small current density $j_w$. The balance becomes $Ji^2=J_{PS}d^2+4dLj_w$. Put $d=d_s-\delta$ and keep first order: $0=-2J_{PS}d_s\delta+4d_sLj_w$, so $\delta=2Lj_w/J_{PS}$. The mouth is exposed for a time $L/v$ while two sides recede at $j_w/(neN)$ each, and it widens by the same $2Lj_w/J_{PS}$. For 1 µA/cm² this is 5 nm, or 0.1 % of the width.

**Rounded corners.** Four corners of radius $r$ remove the area $(4-\pi)r^2$ from a square of side $w$. Keeping the open area at $d^2$ requires $w=\sqrt{d^2+(4-\pi)r^2}$. For $r=0.5$ µm, $w=5.02$ µm.

**Temperature.** With $J_{PS}\propto e^{-E_a/kT}$ and fixed $J$, $d\propto J_{PS}^{-1/2}$ gives $d\ln d/dT=-E_a/(2kT^2)$. For $E_a=0.35$ eV near 293 K, the derivative is $-2.4$ % per kelvin, and a full step of 1 K narrows new growth by 2.3 %.

**Field at the tip.** Curvature concentrates the field. A depleted spherical shell between radii $r_0$ and $R$ has, by Gauss's law, the surface field $E=eN_D(R^3-r_0^3)/(3\varepsilon r_0^2)$, with $R$ fixed by the voltage $V$. For $r_0=2.5$ µm, $E=0.03$ MV/cm, a tenth of the rough breakdown field of 0.3 MV/cm. For a corner treated as a sphere of radius 0.1 µm, it is 0.29 MV/cm, close to that value. The value of 0.3 MV/cm, however, belongs to wide junctions. Here the high field extends over only about 0.1 µm and the whole voltage is 2.5 V, so carriers hardly multiply. At a considerably higher voltage, breakdown at such a corner could create holes that the illumination does not control, and equation (1) with equal pores would fail.

## Beside a real etch

The inputs are rough typical values for macropores in lightly doped n-type silicon: a pitch of several micrometres, HF of about 5 % by weight, a critical density of some tens of mA/cm², and depths of 100 µm or more. None is meant to be far from practice, but $n$, $D$ and the exponent 3/2 are known only roughly, and $k$ inherits the uncertainty of the first two. With $n$ from 2.5 to 3, $D$ from $1$ to $3\times10^{-5}\ \mathrm{cm^2/s}$ and an exponent from 1 to 2, the widening at 100 µm under constant current ranges from about 6 % to 40 %. A valence that varies over the tip could offset the width at all depths by 5 to 16 %. Among the other effects estimated here, the fall of $J_{PS}$ with depth is the largest. For these numbers it shifts the width by 14 % at 100 µm if the current is held fixed, against 2.3 % per kelvin of drift and well under 1 % for the assumed leakage or corner rounding. The law is therefore best read locally: at each depth, $J_{PS}$ is the value for the HF concentration and temperature at the tip. The numerical output below lists the inputs and results.

## Numbers as computed

```
Input: pitch = 10.0 um, pore depth = 100 um
Input: applied J = 10.0 mA/cm2, J_PS = 40.0 mA/cm2
Input: valence = 2.7, temperature = 293 K
Input: donors = 4.0e+14 cm^-3, bending = 2.5 V
Input: relative permittivity = 11.7
Input: HF = 2.5 mol/L, D = 2.0e-05 cm2/s
Input: activation energy of J_PS = 0.35 eV
Input: wall leakage = 1.0 uA/cm2 of wall
Input: collar height = 2.0 um
Current per pore = 10.00 nA
Steady width from the law = 5.000 um
Porosity = 25.0 %, wall thickness = 5.000 um
Width at J = 8.0 mA/cm2: 4.472 um
Width at J = 14.4 mA/cm2: 6.000 um
Width at J = 20.0 mA/cm2: 7.071 um
Start 3.0 um: width 4.372 um at 2 um, 4.989 um at 10 um
Start 8.0 um: width 6.273 um at 2 um, 5.026 um at 10 um
Start 3.0 um: final width = 5.00000 um
Reversed feedback: 5.10 um grows to 5.62 um
Curved tip: height = 2.50 um
Curved tip: true area / projected area = 1.586
Curved tip: summed current = 10.0000 nA
Width if j were uniform on that tip = 3.970 um
Shape error / advance, cosine speed = 1.0e-05
Shape error / advance, uniform speed = 0.89
Silicon atom density = 4.994e+22 cm^-3
Tip speed without HF depletion = 1.111 um/min
Time to full depth at that speed = 90.0 min
Depletion width, formula = 2.829 um
Depletion width, Poisson solution = 2.829 um
Twice the depletion width = 5.657 um
Lowest J for depleted walls = 7.54 mA/cm2
HF depletion: k = 1.843e-03 per um, k*depth = 0.1843
Constant J: tip HF / mouth HF = 0.8384
Constant J: width at full depth = 5.707 um
Constant J: same width, slice growth = 5.707 um
Constant J: excess over the mouth = 14.1 %
Constant J: time to full depth = 103.2 min
Straight pore: final J / initial J = 0.7898
Straight pore: final J = 7.90 mA/cm2
HF diffusion time over full depth = 5.0 s
Leakage: tip narrowing = mouth widening = 5.0 nm
Corner radius 0.5 um: width = 5.021 um
Width change for +1 K = -2.33 %
Field at tip of radius 2.5 um = 0.0302 MV/cm
Field at radius 0.1 um (sphere) = 0.288 MV/cm
Rough breakdown field, input = 0.3 MV/cm
```
